# Resta's single-point formula and the discrete Berry phase, part 1

(Sections cited here and not found follow in the second part.)

**1. The decision**

To obtain the electronic polarization of an insulator along one lattice direction, one can use, among other routes, either of two calculations. The first uses a supercell of $M$ primitive cells, solves for the occupied orbitals at a single k-point, and takes the phase of $z=\langle\Phi|e^{2\pi iX/L}|\Phi\rangle$, where $X$ is the sum of the electron coordinates and $L$ the supercell length. This is Resta's single-point formula, and it remains available when a defect, a displacement pattern or disorder leaves no primitive cell. The second uses the primitive cell, solves at $M$ k-points along a string, and multiplies the overlaps of neighbouring Bloch functions to get a discrete Berry phase. If the supercell result for the perfect crystal is to serve as a reference, or is to be replaced by the cheaper string calculation, one must know what a disagreement between the two means: incomplete convergence, a different branch of the logarithm, or a fault in a code.

For a Slater determinant that has the periodicity of the primitive cell and $N_b$ occupied states at every k-point of the string, the two complex numbers are equal at every finite $M$ up to the sign $(-1)^{N_b(M-1)}$. If both calculations describe the same determinant, which in a self-consistent scheme requires the same converged one-body operator, a disagreement beyond this sign and beyond basis-set error is therefore a fault and not an effect of finite $M$. The sign shifts the phase by $\pi$ when $N_b$ is odd and $M$ is even, which is half of the polarization quantum. If the number of occupied states varies along the string, $z$ is exactly zero and has no phase.

**2. Setting and conventions**

Hartree atomic units are used. The crystal is one-dimensional until part 9, with lattice constant $a$ and reciprocal vector $g=2\pi/a$. The supercell has length $L=Ma$, and
$$q=\frac{2\pi}{L}=\frac{g}{M},\qquad qa=\frac{2\pi}{M}.$$
One-electron functions obey the twisted boundary condition $\chi(x+L)=e^{i\kappa L}\chi(x)$ with real $\kappa$; the value $\kappa=0$ is the periodic ($\Gamma$-point) case. Inner products of $\chi$ or $\psi$ are integrals over $[0,L]$, and inner products of cell-periodic functions $u$ are integrals over $[0,a]$. If the electrons carry spin, each orbital is a spin-orbital, each inner product includes the spin sum, and all counts of states are counts of spin-orbitals.

The state $\Phi$ is the normalized Slater determinant of $N$ orthonormal orbitals $\chi_1,\dots,\chi_N$, and $X=\sum_{i=1}^N x_i$.

The operator $x$ cannot be used directly. The function $x\chi(x)$ takes the value $(x+L)e^{i\kappa L}\chi(x)$ at $x+L$, which violates the boundary condition, and $\int x|\chi|^2dx$ changes when the integration window of length $L$ is moved. The function $e^{iqx}$ has period $L$ because $qL=2\pi$, so $e^{iqx}\chi$ obeys the same boundary condition as $\chi$ for every $\kappa$. The quantity
$$z=\langle\Phi|e^{iqX}|\Phi\rangle \tag{1}$$
is therefore well defined, and $|z|\le1$ because $e^{iqX}$ is unitary.

**3. From the many-body expectation to a determinant**

Write
$$\Phi(x_1,\dots,x_N)=\frac{1}{\sqrt{N!}}\sum_{P}\operatorname{sgn}(P)\prod_{i=1}^N\chi_{P(i)}(x_i),$$
with $P$ running over the permutations of $N$ labels. The coordinates commute, so $e^{iqX}=\prod_i e^{iqx_i}$, and each factor acts on one coordinate. Inserting the expansion for the bra (permutation $P$) and for the ket (permutation $P'$), the $N$-fold integral splits into one-dimensional integrals:
$$z=\frac{1}{N!}\sum_{P,P'}\operatorname{sgn}(P)\operatorname{sgn}(P')\prod_{i=1}^N S_{P(i),P'(i)},\qquad S_{ab}=\langle\chi_a|e^{iqx}|\chi_b\rangle .$$
For fixed $P$, label the factors by $a=P(i)$ and set $\sigma=P'P^{-1}$, so that $P'(i)=\sigma(a)$. The product becomes $\prod_a S_{a,\sigma(a)}$, and $\operatorname{sgn}(P)\operatorname{sgn}(P')=\operatorname{sgn}(\sigma)$ because the sign is multiplicative and $\operatorname{sgn}(P^{-1})=\operatorname{sgn}(P)$. As $P'$ runs over all permutations so does $\sigma$. The summand no longer depends on $P$, and the sum over $P$ gives $N!$:
$$z=\sum_\sigma\operatorname{sgn}(\sigma)\prod_a S_{a,\sigma(a)}=\det S. \tag{2}$$
This step needs a single determinant with integer occupations. For a correlated state $z$ is still defined, but (2) is lost. For a grand-canonical ensemble in which orbital $a$ is occupied independently with probability $f_a$, as with Fermi–Dirac smearing, averaging (2) over the occupied subsets gives a sum of principal minors of $S$ with weights $\prod f_a\prod(1-f_b)$, which is $z=\det(1-f+fS)$ with $f$ diagonal and $S$ taken over all orbitals. The selection rule (4) below still holds for this $S$, but the factorization (5) and the exact zero of part 7 do not.

The program tests (2) by building the antisymmetrized wavefunction as an explicit array on a grid for two, three and four electrons and summing $|\Phi|^2e^{iqX}$ over all points.

**4. Passing to Bloch orbitals**

Let $\chi'_b=\sum_a\chi_aU_{ab}$ with $U$ an $N\times N$ unitary matrix. Then $S'=U^\dagger SU$ and $\det S'=|\det U|^2\det S=\det S$. Thus $z$ depends only on the occupied space $\mathcal V$ and not on the orbitals chosen to span it. A $\Gamma$-point solver that returns real standing waves, which mix $k$ and $-k$, gives the same $z$ as Bloch waves.

The one assumption on the crystal enters here: $\mathcal V$ is mapped onto itself by the translation $(Tf)(x)=f(x+a)$. This holds when the orbitals are the lowest $N$ eigenfunctions of a one-body operator that commutes with $T$ and level $N$ is not degenerate with level $N+1$. It fails for a supercell with a defect, for a self-consistent solution that breaks the primitive periodicity, and for an arbitrary partial filling of a degenerate level.

$T$ preserves the boundary condition. It is unitary, because $f^*h$ is $L$-periodic for any two allowed functions and the integral of an $L$-periodic function over a period does not change under a shift. Also $T^M=e^{i\kappa L}$. The restriction of $T$ to $\mathcal V$ is a unitary matrix and has an orthonormal eigenbasis, and its eigenvalues satisfy $\lambda^M=e^{i\kappa L}$. The $M$ solutions are $\lambda_l=e^{i(\kappa L+2\pi l)/M}=e^{ik_la}$ with
$$k_l=\kappa+lq,\qquad l=0,\dots,M-1 .$$
This is the commensurate string. Let $n_l$ be the number of basis functions with eigenvalue $\lambda_l$, so $\sum_l n_l=N$, and write them as
$$\psi_{nl}(x)=\frac{1}{\sqrt M}\,e^{ik_lx}u_{nl}(x).$$
From $\psi_{nl}(x+a)=e^{ik_la}\psi_{nl}(x)$ it follows that $u_{nl}(x+a)=u_{nl}(x)$. From $\int_0^L\psi^*_{nl}\psi_{ml}\,dx=\frac1M\,M\int_0^a u^*_{nl}u_{ml}\,dx$ it follows that the $u_{nl}$ at one $k_l$ are orthonormal over the cell. No Hamiltonian has been used, so the argument covers local and nonlocal potentials, Hartree–Fock and Kohn–Sham determinants alike.

**5. The selection rule and the closing link**

In the Bloch basis,
$$S_{(nj),(ml)}=\frac1M\int_0^L u^*_{nj}(x)\,u_{ml}(x)\,e^{i(k_l+q-k_j)x}\,dx .$$
Put $x=y+sa$ with $y\in[0,a]$ and $s=0,\dots,M-1$. The $u$ do not depend on $s$, and $k_l+q-k_j=rq$ with the integer $r=l+1-j$, so
$$S_{(nj),(ml)}=\Big[\frac1M\sum_{s=0}^{M-1}e^{2\pi irs/M}\Big]\int_0^a u^*_{nj}(y)\,u_{ml}(y)\,e^{irqy}\,dy .$$
If $r$ is a multiple of $M$, every term of the sum is 1 and the bracket equals 1. Otherwise the geometric sum is $(e^{2\pi ir}-1)/(e^{2\pi ir/M}-1)=0$. Since $j$ and $l$ lie between $0$ and $M-1$, $r$ lies between $2-M$ and $M$, and the only multiples of $M$ that can occur are $0$ and $M$.

For $r=0$, that is $j=l+1$ with $l\le M-2$, the exponential is 1 and the element is $\langle u_{n,l+1}|u_{ml}\rangle$.

For $r=M$, that is $l=M-1$ and $j=0$, the exponential is $e^{iMqy}=e^{igy}$, and the element is
$$\int_0^a u^*_{n0}\,e^{igy}\,u_{m,M-1}\,dy=\int_0^a\big(e^{-igy}u_{n0}\big)^*u_{m,M-1}\,dy .$$
Both cases take one form if one defines
$$u_{nM}(x)=e^{-igx}u_{n0}(x). \tag{3}$$
This is the periodic gauge: with $k_M=k_0+g$, $e^{ik_Mx}u_{nM}=e^{ik_0x}u_{n0}$, so $\psi_{nM}$ and $\psi_{n0}$ are the same function. The closure (3) is not a choice added to the Berry phase; it comes out of the integral. In plane waves, $u=a^{-1/2}\sum_p c_pe^{ipgx}$ gives $e^{-igx}u=a^{-1/2}\sum_p c_{p+1}e^{ipgx}$, so the coefficients are shifted by one place: $c_p(k+g)=c_{p+1}(k)$.

The result is
$$S_{(nj),(ml)}=\delta_{j,\,l+1\bmod M}\,(B_l)_{nm},\qquad (B_l)_{nm}=\langle u_{n,l+1}|u_{ml}\rangle. \tag{4}$$
Physically, $e^{iqx}$ gives an electron the momentum $q$ and moves it one step along the string. The program tests (4) element by element, by quadrature over a supercell of four cells with two bands.

**6. The determinant and its sign**

Let $n_l=N_b$ for all $l$, so $N=N_bM$ and each $B_l$ is square. Define the block-diagonal matrix $D_{(nl'),(ml)}=\delta_{l'l}(B_l)_{nm}$ and the matrix $\Pi_{(nj),(n'l')}=\delta_{nn'}\,\delta_{j,\,l'+1\bmod M}$. Their product is
$$(\Pi D)_{(nj),(ml)}=\sum_{n'l'}\delta_{nn'}\,\delta_{j,\,l'+1\bmod M}\,\delta_{l'l}\,(B_l)_{n'm}=\delta_{j,\,l+1\bmod M}\,(B_l)_{nm},$$
which is $S$. Hence $\det S=\det\Pi\,\prod_l\det B_l$.

$\Pi$ is the matrix of the permutation $(n,l)\mapsto(n,l+1\bmod M)$, and its determinant is the sign of that permutation. For each $n$ the labels $(n,0),\dots,(n,M-1)$ form one cycle of length $M$, and there are $N_b$ disjoint cycles. A cycle of length $M$ is a product of $M-1$ transpositions, $(0\;1\;\cdots\;M{-}1)=(0\;M{-}1)\cdots(0\;2)(0\;1)$ with the rightmost applied first, so its sign is $(-1)^{M-1}$. Therefore
$$z=(-1)^{N_b(M-1)}\prod_{l=0}^{M-1}\det B_l . \tag{5}$$
Two small cases can be read off directly. For $M=1$ the matrix $S$ is the single block $B_0=\langle u_{n0}|e^{igx}|u_{m0}\rangle$ and the sign is $+$. For $M=2$, $N_b=1$, $S=\begin{pmatrix}0&B_1\\B_0&0\end{pmatrix}$ and $\det S=-B_0B_1$.

The discrete Berry phase of the string is defined as
$$\varphi_M=-\operatorname{Im}\ln\prod_{l=0}^{M-1}\det\langle u_{nl}|u_{m,l+1}\rangle .$$
The matrix in this definition is $B_l^\dagger$, whose determinant is $(\det B_l)^*$. Complex conjugation reverses the phase, so $\varphi_M=+\operatorname{Im}\ln\prod_l\det B_l$, and for $z\neq0$
$$\operatorname{Im}\ln z=\varphi_M+\pi N_b(M-1)\pmod{2\pi},\qquad |z|=\prod_l|\det B_l|. \tag{6}$$
Equations (5) and (6) involve no limit and no smallness of $q$. For a spin-paired closed shell $N_b$ is twice the number of spatial bands, and the sign is absent. It is present when $M$ is even and $N_b$ is odd, which can occur for a spinless model, for a single spin channel treated alone, or for spinor bands when time-reversal symmetry is broken. With time reversal, the spinor levels at $k=0$ come in Kramers pairs, so the number of bands below a gap is even and the sign is absent.

The program tests (5) with two different discretizations: a real-space grid on the whole supercell for $z$, and plane waves in the primitive cell for the $B_l$. Over 24 cases ($N_b=1,2$; $M=1,2,3,4,5,8$; with and without a twist) the largest value of $|z-(-1)^{N_b(M-1)}\prod_l\det B_l|$ is $6.0\times10^{-14}$. In a finite basis the identity holds as algebra when the supercell basis is the union of the bases used at the $k_l$; for unrelated bases, as here, it holds to the accuracy of the two bases.

**7. Unequal occupation**

If the $n_l$ differ, $B_l$ is a rectangular matrix with $n_{l+1}$ rows and $n_l$ columns, with $n_M=n_0$, and its rank is at most $\min(n_l,n_{l+1})$. Different blocks occupy different rows and different columns of $S$, so
$$\operatorname{rank}S=\sum_l\operatorname{rank}B_l\le\sum_l\min(n_l,n_{l+1}).$$
Each term is at most $n_l$. The sequence $n_0,n_1,\dots,n_M=n_0$ returns to its start, so if it is not constant it must decrease somewhere, and at that $l$ the term is $n_{l+1}<n_l$. The rank is then smaller than $\sum_l n_l=N$, and $z=\det S=0$ exactly. The shifted determinant has the occupation pattern moved by one step, and it is orthogonal to the original one. This is the situation of a metal with sharp occupations whose Fermi point cuts the string.

Part of this survives without the determinant. If $\Phi$ is any many-body state that is an eigenstate of the simultaneous translation of all coordinates by $a$, then $|\Phi(x_1+a,\dots,x_N+a)|^2=|\Phi(x_1,\dots,x_N)|^2$. Shifting the integration variables in (1) gives $z=e^{-iqNa}z=e^{-2\pi iN/M}z$, so $z=0$ unless $N/M$ is an integer.

Only the counts matter in (5), not which bands are filled. The program tests three patterns at $M=8$ in the model of part 12. In one dimension a band is monotonic between $k=0$ and $k=\pi/a$, because the second-order equation has only two solutions, $\pm k$, at a given energy; the first band rises from $k=0$, and the direction alternates from band to band as in the free-electron limit. The top of band 1 and the bottom of band 2 thus lie at $\pi/a$, and the top of band 2 at $k=0$. Removing the top of band 1 leaves $N=7$ and gives $|z|=2.6\times10^{-12}$. Moving that electron to the top of band 2 gives $N=8$ with $n=2$ at $k=0$ and $n=0$ at $\pi/a$, and $|z|=2.0\times10^{-25}$. Both are zero within numerical noise. Moving it to the bottom of band 2 keeps $n_l=1$ everywhere and gives $z=0.020971+0.003598\,i$, in agreement with (5). Its modulus, $0.0213$, is small against $0.943$ for the filled band because two links now connect different bands, and such an overlap vanishes at equal $k$ and is of first order in $q$. Equal counts are thus necessary for $z\ne0$ but not sufficient: $z$ also vanishes if one $\det B_l$ does.

**8. Gauge, origin and inversion**

*Gauge.* Replace $u_{ml}$ by $\sum_{m'}u_{m'l}(U_l)_{m'm}$ with an independent unitary $U_l$ at each point. By (3), $U_M=U_0$. Then $B_l\to U_{l+1}^\dagger B_lU_l$, and
$$\prod_l\det B_l\;\to\;\prod_l\det B_l\cdot\prod_l(\det U_{l+1})^*\det U_l=\prod_l\det B_l\cdot\prod_l|\det U_l|^2=\prod_l\det B_l ,$$
since each $U_l$ appears once plain and once conjugated. Single links depend on the gauge; the product does not. The program tests this with random unitary matrices.

The same cancellation occurs if the string is closed wrongly with $u_{n0}$ in place of $e^{-igx}u_{n0}$, so a gauge check cannot detect that fault. The fault does not disappear as $M$ grows. For one band and $\kappa=0$, $u_{M-1}=u_MB_{M-1}+O(q)$, so the wrong link is $\langle u_0|u_{M-1}\rangle=\langle u_0|e^{-igx}|u_0\rangle B_{M-1}+O(q)$. The wrong product tends to the correct one times $\langle u_0|e^{-igx}|u_0\rangle$, the complex conjugate of the $M=1$ value of $z$.

*Origin.* Move the crystal by $d$, so that the orbitals become $\chi(x-d)$. The integrand of $S_{ab}$ is $L$-periodic, and the substitution $x\to x+d$ gives $S\to e^{iqd}S$. The determinant of an $N\times N$ matrix acquires $e^{iqdN}=e^{igN_bd}$, using $qM=g$. For $d=a$ the factor is 1, as it must be. The program tests this factor with a displaced potential for one and two bands. The electronic phase alone depends on the origin; for a neutral cell its difference with the ionic phase does not, since ions of total charge $N_b$ per cell acquire the same factor $e^{igN_bd}$.

*Inversion.* If $\kappa=0$ and $\mathcal V$ is invariant under $x\to-x$, then $|\Phi|^2$ is even under the inversion of all coordinates, and this substitution in (1) gives $z=z^*$. Then $z$ is real, and by (6) $\varphi_M$ is $0$ or $\pi$ at every $M$ for which $z\neq0$.

**9. Several dimensions**

Let the lattice vectors be $\mathbf a_i$, the reciprocal vectors $\mathbf b_i$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and the supercell vectors $M_i\mathbf a_i$. The operator is $e^{i\mathbf b_1\cdot\sum_i\mathbf r_i/M_1}$, and the k-points are $\boldsymbol\kappa+\sum_i l_i\mathbf b_i/M_i$. Parts 3 and 4 carry over, with commuting translations diagonalized together. In part 5 the sum over cells $\sum_i s_i\mathbf a_i$ factorizes into one geometric sum per direction. In direction 1 it requires $j_1=l_1+1\bmod M_1$; in the others it requires $j_i=l_i$. The matrix $S$ is therefore block-diagonal in the transverse index $k_\perp$, which takes $M_\perp=M_2M_3$ values, and each block is a one-dimensional problem closed by $u\to e^{-i\mathbf b_1\cdot\mathbf r}u$. With $N_b$ states at every point,
$$z=(-1)^{N_b(M_1-1)M_\perp}\prod_{k_\perp}\prod_{l_1=0}^{M_1-1}\det B_{l_1}(k_\perp). \tag{7}$$
The counts must be constant along each string; if they differ between strings, $N_bM_\perp$ in the exponent is replaced by their sum over strings.

The phase of $z$ contains the sum of the string phases, which is $M_\perp$ times their average. The single-point formula therefore fixes the average string phase only modulo $2\pi/M_\perp$, a finer ambiguity than the $2\pi$ of a single string.

The program tests (7) on a two-dimensional tight-binding model with two orbitals per cell and the lower band filled, taking the position operator diagonal in the orbital basis. The exponents for supercells $4\times3$, $4\times2$ and $3\times3$ are $3\cdot3=9$, $3\cdot2=6$ and $2\cdot3=6$, and the computed ratios of $z$ to the product are $-1$, $+1$ and $+1$.

For a determinant with the primitive periodicity and equal occupation along each string, Resta's $z$ equals the product of the link determinants at every finite $M$, up to a known sign. What remains is the meaning of that sign, the distance of $\varphi_M$ from its large-$M$ limit, and a worked example.
